\section*{Surface stress and the stability of a rippled stressed half-space, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the energy of a ripple}

A solid fills the region $y<h(x)$ with
\begin{equation}
h(x)=a\cos kx ,\qquad ka\ll 1 ,
\end{equation}
and nothing depends on $z$. It is under stress, and its surface carries both an energy and a surface stress. Atoms can move along the surface, so the amplitude $a$ can change while the amount of material stays the same. The question is when a ripple lowers the energy, and whether the answer depends on the sign of the applied stress.

The solid is isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and plane-strain modulus $M=E/(1-\nu^2)$. Positions, lengths and $h$ refer to the unstrained crystal. Material that moves along the surface joins the crystal lattice where it lands. The surface energy per unit unstrained area is
\begin{equation}
\Gamma=\gamma+f(\varepsilon_t+\varepsilon_{zz}),
\label{eq:Gamma}
\end{equation}
where $\varepsilon_t$ is the strain along the surface in the $xy$ plane, and $\gamma$ and $f$ are constants. The constant $f=d\Gamma/d\varepsilon_t$ is the surface stress. It differs from $\gamma$ because stretching a solid surface changes the spacing of its atoms, not their number. Stresses are positive in tension. Angle brackets denote an average over one period in $x$, and energies are per unit length in $x$ and in $z$. No physical constant enters the algebra, which holds in atomic units as in any consistent system.

\subsection*{(a) The uniform state}

\textit{The flat solid carries a uniform stress $\sigma_{xx}=\sigma$ and is held at a given strain $\varepsilon_{zz}$. Find $\varepsilon_{xx}$ and $\varepsilon_{yy}$.}

\textbf{Solution.} A flat surface with constant $f$ exerts no force on the solid beneath it, because the pulls on the two ends of each surface element cancel. Hence $\sigma_{yy}=\sigma_{xy}=0$, and Hooke's law reads
\begin{align}
E\varepsilon_{xx}&=\sigma-\nu\sigma_{zz}, &
E\varepsilon_{zz}&=\sigma_{zz}-\nu\sigma, &
E\varepsilon_{yy}&=-\nu(\sigma+\sigma_{zz}).
\end{align}
The middle relation gives $\sigma_{zz}=E\varepsilon_{zz}+\nu\sigma$. Put into the other two, it yields
\begin{align}
\varepsilon_{xx}&=\frac{(1-\nu^2)\sigma}{E}-\nu\varepsilon_{zz}
=\frac{\sigma}{M}-\nu\varepsilon_{zz},
\label{eq:exx}\\
\varepsilon_{yy}&=-\frac{\nu(1+\nu)\sigma}{E}-\nu\varepsilon_{zz}
=-\frac{\nu}{1-\nu}\frac{\sigma}{M}-\nu\varepsilon_{zz}.
\label{eq:eyy}
\end{align}
The last step uses $(1+\nu)/E=1/[M(1-\nu)]$.

\subsection*{(b) The forces that a ripple calls up}

\textit{The surface is now rippled, with the mean strain held fixed. Write the displacement as $\mathbf u_0+\mathbf v$, where $\mathbf u_0$ belongs to the uniform state and $\mathbf v$ is periodic in $x$, has $v_z=0$ and dies out with depth. Find the surface loads that drive $\mathbf v$, and the energy gained by this relaxation, to second order in $a$.}

\textbf{Solution.} The elastic energy density is quadratic in the strain, so
\begin{equation}
W(\varepsilon_0+\varepsilon(\mathbf v))=W_0+\sigma^0_{ij}\,\partial_j v_i+W(\varepsilon(\mathbf v)).
\end{equation}
The first term, integrated up to $h$, changes the energy by $W_0\langle h\rangle=0$, since material is conserved.

The second term becomes a surface integral, because $\sigma^0_{ij}$ is uniform. The sides of a period cancel and the deep end contributes nothing. With the outward normal $\mathbf n\,ds=(-h',1)\,dx$ and $\sigma^0_{xx}=\sigma$ as the one stress component that acts, the result is $-\sigma\langle h'v_x\rangle$.

The surface energy also depends on $\mathbf v$. Let $\mathbf t=(1,h')/\sqrt{1+h'^2}$ be the unit tangent. The tangential strain due to $\mathbf v$ is $\mathbf t\cdot d\mathbf v/ds$, and integration by parts over a period gives
\begin{equation}
f\int \mathbf t\cdot\frac{d\mathbf v}{ds}\,ds
=-f\int \mathbf v\cdot\frac{d\mathbf t}{dx}\,dx
\simeq -f\int h''v_y\,dx .
\end{equation}
Here $d\mathbf t/dx=(-h'h'',h'')$ to leading order in each component. Since $\mathbf v$ is itself of order $a$, the $x$ component contributes at third order and is dropped.

The part of the energy that depends on $\mathbf v$ is therefore
\begin{equation}
\mathcal E[\mathbf v]=\Big\langle\int_{-\infty}^{0}W(\varepsilon(\mathbf v))\,dy\Big\rangle
-\langle T_xv_x+T_yv_y\rangle ,\qquad
T_x=\sigma h',\quad T_y=fh'' .
\label{eq:T}
\end{equation}
Replacing the upper limit $h$ by $0$ changes a quadratic quantity by a factor $1+O(ka)$, which is again third order.

This is the energy of a flat half-space under surface tractions $T_x$ and $T_y$. Both have a direct meaning. The uniform stress alone would leave a force $-\sigma h'$ per unit length on the inclined free surface, and $T_x$ cancels it. The traction $T_y$ is the Laplace force of a curved surface under tension: at a crest $h''<0$, so a positive $f$ presses the crest inwards.

In equilibrium the stored energy is half the work of the loads, $\langle\int W\,dy\rangle=\tfrac12\langle\mathbf T\cdot\mathbf v\rangle$, as for any linear elastic body. Since $W$ is positive, this state is the minimum, and
\begin{equation}
\mathcal E_{\min}=-\tfrac12\langle T_xv_x+T_yv_y\rangle .
\label{eq:clap}
\end{equation}

\subsection*{(c) The surface energy without relaxation}

\textit{Find the change of surface energy when the ripple is cut into the uniformly strained solid and $\mathbf v$ is still zero.}

\textbf{Solution.} On an element inclined with slope $h'$ the uniform strain has the tangential component
\begin{equation}
\varepsilon_t=t_x^2\varepsilon_{xx}+t_y^2\varepsilon_{yy}
=\frac{\varepsilon_{xx}+h'^2\varepsilon_{yy}}{1+h'^2}.
\end{equation}
The element has length $ds=\sqrt{1+h'^2}\,dx$. To second order,
\begin{align}
\varepsilon_t\frac{ds}{dx}
&=(\varepsilon_{xx}+h'^2\varepsilon_{yy})(1-\tfrac12h'^2)
=\varepsilon_{xx}+\tfrac12h'^2(2\varepsilon_{yy}-\varepsilon_{xx}),\\
(\gamma+f\varepsilon_{zz})\frac{ds}{dx}
&=(\gamma+f\varepsilon_{zz})(1+\tfrac12h'^2).
\end{align}
Since $h'=-ka\sin kx$, the average is $\tfrac12\langle h'^2\rangle=a^2k^2/4$. The change relative to the flat surface is thus $(a^2k^2/4)\,G$ with
\begin{equation}
G=\gamma+f(2\varepsilon_{yy}-\varepsilon_{xx}+\varepsilon_{zz}).
\label{eq:G}
\end{equation}
The strain normal to the mean surface enters because a tilted element lies partly along $y$. Inserting \eqref{eq:exx} and \eqref{eq:eyy},
\begin{align}
2\varepsilon_{yy}-\varepsilon_{xx}+\varepsilon_{zz}
&=-\Big(\frac{2\nu}{1-\nu}+1\Big)\frac{\sigma}{M}+(-2\nu+\nu+1)\varepsilon_{zz}\nonumber\\
&=-\frac{1+\nu}{1-\nu}\,\frac{\sigma}{M}+(1-\nu)\varepsilon_{zz}.
\label{eq:geom}
\end{align}

A second route confirms the combination of strains for $\varepsilon_{zz}=0$. There $\Gamma\,ds=(\gamma-f)\,ds+f\,(1+\varepsilon_t)\,ds$, and the last factor is the deformed length of the element,
\begin{equation}
\sqrt{(1+\varepsilon_{xx})^2+(1+\varepsilon_{yy})^2h'^2}\,dx
\simeq\big[1+\varepsilon_{xx}+\tfrac12h'^2(1+2\varepsilon_{yy}-\varepsilon_{xx})\big]dx ,
\end{equation}
to first order in strain. The coefficient of $\tfrac12h'^2$ is then $(\gamma-f)+f(1+2\varepsilon_{yy}-\varepsilon_{xx})$, in agreement with \eqref{eq:G}.

\subsection*{(d) Response of the half-space}

\textit{A flat half-space $y<0$ carries the surface tractions $\sigma_{xy}=q\sin kx$ and $\sigma_{yy}=p\cos kx$. Find the surface displacement, and from it the relaxation energy of the ripple.}

\textbf{Solution.} Equilibrium is satisfied by a stress function $\phi$ with $\sigma_{xx}=\partial_y^2\phi$, $\sigma_{yy}=\partial_x^2\phi$ and $\sigma_{xy}=-\partial_x\partial_y\phi$. Compatibility of the strains requires $\nabla^4\phi=0$. The decaying solution of the right symmetry is
\begin{equation}
\phi=(A+By)e^{ky}\cos kx .
\end{equation}
Indeed $\nabla^2\phi=2kBe^{ky}\cos kx$, which is harmonic. At $y=0$ the tractions are
\begin{align}
\sigma_{yy}&=-k^2A\cos kx=p\cos kx &&\Rightarrow& A&=-\frac{p}{k^2},\\
\sigma_{xy}&=k(B+kA)\sin kx=q\sin kx &&\Rightarrow& B&=\frac{q+p}{k}.
\end{align}
The remaining stress at the surface is
\begin{equation}
\sigma_{xx}=(2kB+k^2A)\cos kx=(2q+p)\cos kx .
\end{equation}

Since $v_z=0$, the relaxation field has $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$, and Hooke's law becomes
\begin{equation}
\partial_xv_x=\frac1M\Big(\sigma_{xx}-\frac{\nu}{1-\nu}\sigma_{yy}\Big),\qquad
\partial_yv_y=\frac1M\Big(\sigma_{yy}-\frac{\nu}{1-\nu}\sigma_{xx}\Big).
\end{equation}
Define
\begin{equation}
\beta=1-\frac{\nu}{1-\nu}=\frac{1-2\nu}{1-\nu}.
\end{equation}
The first relation, taken at the surface and integrated over $x$, gives
\begin{equation}
v_x=\frac{2q+\beta p}{Mk}\sin kx .
\label{eq:vx}
\end{equation}
For $v_y$ the second relation is integrated from $y=-\infty$ to $0$. With $\int e^{ky}dy=1/k$ and $\int ye^{ky}dy=-1/k^2$,
\begin{align}
\int\sigma_{yy}\,dy&=(-kA+B)\cos kx=\frac{q+2p}{k}\cos kx,\\
\int\sigma_{xx}\,dy&=\partial_y\phi\big|_{y=0}=(B+kA)\cos kx=\frac qk\cos kx,
\end{align}
and therefore
\begin{equation}
v_y=\frac{2p+\beta q}{Mk}\cos kx .
\label{eq:vy}
\end{equation}
The two cross terms carry the same factor $\beta$, as reciprocity demands.

Averaging $\sin^2$ and $\cos^2$ gives $\langle\mathbf T\cdot\mathbf v\rangle=(q^2+\beta qp+p^2)/(Mk)$. For the ripple, \eqref{eq:T} gives $q=-\sigma ka$ and $p=-fk^2a$, so $qp=+\sigma fk^3a^2$. Equation \eqref{eq:clap} becomes
\begin{equation}
\mathcal E_{\min}=-\frac{a^2k^2}{2M}\Big(\frac{\sigma^2}{k}+\beta\sigma f+f^2k\Big).
\label{eq:relax}
\end{equation}

The cross term has a simple origin. At a crest the stress relief strains the surface by $2q/M=-2\sigma ka/M$, which is a contraction in tension and an extension in compression. The Laplace force adds $\beta p/M=-\beta fk^2a/M$, a contraction for positive $f$ whatever the sign of $\sigma$. The two act together in tension and oppose each other in compression. For an incompressible solid, $\nu=\tfrac12$, this coupling vanishes.

\subsection*{(e) The total energy}

\textit{Combine the two parts into $\Delta\mathcal E=(a^2k^2/4)D$. Give the term linear in $\sigma$ for plane strain, $\varepsilon_{zz}=0$, and for an equibiaxially strained film, $\varepsilon_{zz}=\varepsilon_{xx}$.}

\textbf{Solution.} In units of $a^2k^2/4$ the relaxation \eqref{eq:relax} contributes $-(2/M)(\sigma^2/k+\beta\sigma f+f^2k)$. The coefficients of $f\sigma/M$ add up to
\begin{equation}
-\frac{1+\nu}{1-\nu}-\frac{2(1-2\nu)}{1-\nu}=-\frac{3-3\nu}{1-\nu}=-3 ,
\end{equation}
so that
\begin{equation}
D=\gamma-\frac{3f\sigma}{M}+(1-\nu)f\varepsilon_{zz}-\frac2M\Big(\frac{\sigma^2}{k}+f^2k\Big).
\label{eq:D}
\end{equation}
In plane strain Poisson's ratio survives only inside $M$.

For the equibiaxial film, \eqref{eq:exx} gives $\sigma/M=(1+\nu)\varepsilon_{zz}$, and the linear terms combine to
\begin{equation}
-\Big(3-\frac{1-\nu}{1+\nu}\Big)\frac{f\sigma}{M}=-\frac{2(1+2\nu)}{1+\nu}\,\frac{f\sigma}{M}.
\end{equation}
Both cases have the form $-cf\sigma/M$, with $c=3$ or $c=2(1+2\nu)/(1+\nu)$.

For $f=0$ the energy is even in $\sigma$. With $f$ present, $D$ is unchanged when $\sigma$, $\varepsilon_{zz}$ and $f$ all change sign, but not when the applied strain alone is reversed.

Equation \eqref{eq:D} was tested against a direct minimization on the rippled domain. The trial fields were the equilibrium fields of the first four harmonics, and the slope was $ka=10^{-3}$. In arbitrary consistent units the inputs were $M=1.3$, $\gamma=0.7$, $f=0.3$, $k=0.8$, $\sigma=\pm0.4$, $\varepsilon_{zz}=0$ and $0.25$, with $\nu=0$, $0.2$, $0.3$ and $0.45$. The largest deviation in $D$ or in either of its two parts was $5.8\times10^{-7}$.

\section*{Second half: thresholds and their meaning}

The surface $h=a\cos kx$ of a solid under stress $\sigma$ (tension positive) changes the energy per unit length by $(a^2k^2/4)D$, where
\begin{equation}
D=\gamma-\frac{cf\sigma}{M}-\frac2M\Big(\frac{\sigma^2}{k}+f^2k\Big).
\label{eq:D2}
\end{equation}
Here $\gamma$ is the surface energy per unstrained area, $f$ the constant surface stress and $M=E/(1-\nu^2)$. In plane strain $c=3$, and for an equibiaxial film $c=2(1+2\nu)/(1+\nu)$. Of the $-3$ in plane strain, $-(1+\nu)/(1-\nu)$ comes from the uniform strain on tilted elements and $-2\beta$, with $\beta=(1-2\nu)/(1-\nu)$, from elastic relaxation.

\subsection*{(f) Growth and the two thresholds}

\textit{Show that under surface diffusion the sign of $D$ decides whether the ripple grows. Then find the tensile and compressive stresses at which a ripple of given $k$ becomes unstable.}

\textbf{Solution.} An energy $(a^2k^2/4)D$ equals $\tfrac12k^2D\langle h^2\rangle$, so its derivative with respect to a local change of height is $k^2Dh$, apart from a constant. An atom of volume $\Omega$ has the chemical potential $\mu=\Omega k^2Dh$ plus a constant. Let the atomic flux be $J=-m\,\partial_x\mu$ with constant mobility $m>0$, and let elastic equilibrium be fast. Conservation of material gives
\begin{equation}
\partial_th=-\Omega\,\partial_xJ=m\Omega^2k^2D\,\partial_x^2h=-m\Omega^2k^4D\,h .
\end{equation}
The ripple grows if $D<0$ and decays if $D>0$.

Setting $D=0$ in \eqref{eq:D2} and multiplying by $-Mk/2$ gives
\begin{equation}
\sigma^2+\frac{cfk}{2}\sigma-\Big(\frac{M\gamma k}{2}-f^2k^2\Big)=0 ,
\end{equation}
with the roots
\begin{equation}
\sigma=-\frac{cfk}{4}\pm R,\qquad
R^2=\Big(\frac{cfk}{4}\Big)^2+\frac{M\gamma k}{2}-f^2k^2 .
\end{equation}
If $M\gamma>2f^2k$, the product of the roots is negative. One threshold is then tensile and the other compressive, with the stable range between them:
\begin{equation}
\sigma_T=R-\frac{cfk}{4},\qquad |\sigma_C|=R+\frac{cfk}{4},\qquad
|\sigma_C|-\sigma_T=\frac{cfk}{2}.
\label{eq:gap}
\end{equation}
For $f>0$ and $\nu\ge0$, where $c$ is positive, a smaller stress suffices in tension than in compression, and for $f<0$ the order is reversed. In plane strain the gap is $3fk/2$, which contains no elastic constant. If $M\gamma<2f^2k$, the formula gives a negative $D$ even at zero stress, but this is no prediction of an instability. At the onset $fk/M=\gamma/(2f)$, so for $f\sim\gamma$ the corrections of relative order $fk/M$, absent from small-strain theory, are no longer small. For stiff solids such as metals the condition moreover involves wavelengths of atomic size, where a continuum description has no meaning.

In linear elasticity, a ripple of given wavenumber $k$ has a tensile and a compressive threshold whose magnitudes differ by $cfk/2$, so that for $f>0$ and $\nu\ge0$ a smaller stress suffices in tension. It remains to find which wave goes first, to see why a strained surface energy alone gives the wrong gap, and to judge nonlinear elasticity and other neglected effects in a worked example.
